# Exponential, Gaussian and cubic windows for real-time dipole spectra

## Question

I am learning real-time TDDFT. I kick the electrons weakly at $t=0$, record the dipole up to a time $T$, multiply it by a window and Fourier transform it to get an absorption spectrum. I have tried three windows:

$$e^{-\gamma t},\qquad e^{-t^2/2\tau^2},\qquad 1-3(t/T)^2+2(t/T)^3 .$$

I was told that a finite signal gives a resolution of $2\pi/T$ and negative side lobes, and that the integrated spectrum should equal the number of electrons. My results do not fit together. The exponential gives a clean positive spectrum, but its integral creeps slowly towards the electron number. The cubic gives negative absorption next to strong lines, yet its integral is far better. How can the spectrum that is visibly wrong in places have the better sum? And where do the line shapes come from?

## Answer

The three properties depend on different features of the window. The width depends on how long the window stays appreciable, the lobes on its whole shape, and the convergence of the sum on its behaviour at the two ends, $t=0$ and $t=T$. I use Hartree atomic units and treat the signal as continuous in time.

### The signal

Let $x$ be the sum of the electrons' $x$ coordinates, and let the kick be the potential $-\kappa x\,\delta(t)$. Integrating the Schrödinger equation across $t=0$ gives $\psi(0^+)=e^{i\kappa x}\psi_0\approx(1+i\kappa x)\psi_0$. Expand $x\psi_0$ in eigenstates $\psi_j$ with excitation energies $\omega_j$ and $x_{j0}=\langle\psi_j|x|\psi_0\rangle$:

$$\psi(t)=e^{-iE_0t}\Big[(1+i\kappa x_{00})\psi_0+i\kappa\sum_{j\neq0}x_{j0}e^{-i\omega_jt}\psi_j\Big].$$

To first order in $\kappa$, the change of $\langle x\rangle$ comes from the cross terms between $\psi_0$ and $\psi_j$. The term $i\kappa x_{00}$ only changes a phase. Since $\mathrm{Re}(ie^{-i\theta})=\sin\theta$,

$$D(t)\equiv\frac{\delta\langle x\rangle(t)}{\kappa}=\sum_j2|x_{j0}|^2\sin\omega_jt=\sum_j\frac{f_j}{\omega_j}\sin\omega_jt,\qquad f_j=2\omega_j|x_{j0}|^2 .$$

The electric dipole has the opposite sign because electrons are negative; $D$ refers to position.

The kick gives each of the $N$ electrons a momentum $\kappa$. For local potentials velocity equals momentum, so $D'(0)=N$. Differentiating the sum gives $D'(0)=\sum_jf_j$, hence $\sum_jf_j=N$. Also $D(0)=D''(0)=0$, because $D$ is a sum of sines.

In linearized adiabatic TDDFT with a multiplicative potential, $D$ has the same form, with the poles and strengths of the coupled Kohn–Sham response. What follows assumes a weak kick and discrete lines.

### From window to line shape

With $w(0)=1$, define the spectrum

$$S(\omega)=\frac{2\omega}{\pi}\int_0^Tw(t)D(t)\sin\omega t\,dt .$$

Insert $D$ and use $\sin a\sin b=\tfrac12[\cos(a-b)-\cos(a+b)]$:

$$S(\omega)=\frac{2\omega}{\pi}\sum_j\frac{f_j}{2\omega_j}\big[C(\omega-\omega_j)-C(\omega+\omega_j)\big],\qquad C(x)=\int_0^Tw(t)\cos xt\,dt .$$

From here on, $x$ is a frequency offset. The first term is the line at $\omega_j$; the second is the tail of its mirror image at $-\omega_j$.

To check the prefactor, extend $w$ evenly to negative times. Then $C(x)=\tfrac12\int_{-T}^{T}w(|t|)e^{ixt}dt$, and Fourier inversion at $t=0$ gives $\int_{-\infty}^{\infty}C\,dx=\pi w(0)=\pi$. For a narrow line $\omega/\omega_j\approx1$, so its area is about $f_j$ and its height about $f_jC(0)/\pi$. A negative lobe therefore does not spoil the total area: the rest of the line compensates for it.

Now set $u=xT$.

**No window.** For $w=1$, $C=\sin(xT)/x=T\sin u/u$.

**Exponential.** Let $\eta=e^{-\gamma T}$ be the value left at the end. Then

$$C=\mathrm{Re}\int_0^Te^{(-\gamma+ix)t}dt=\mathrm{Re}\,\frac{1-\eta e^{iu}}{\gamma-ix}=\mathrm{Re}\,\frac{(1-\eta e^{iu})(\gamma+ix)}{\gamma^2+x^2},$$

$$C=\frac{\gamma+\eta\,(x\sin u-\gamma\cos u)}{\gamma^2+x^2}.$$

This is a Lorentzian plus a ripple caused by cutting the signal at $T$.

**Gaussian.** First take the full integral $G(x)=\int_0^\infty e^{-t^2/2\tau^2}\cos xt\,dt$. Because $t\,w=-\tau^2w'$,

$$G'(x)=-\int_0^\infty t\,w\sin xt\,dt=\tau^2\int_0^\infty w'\sin xt\,dt=-x\tau^2G(x).$$

The last step is an integration by parts whose boundary terms vanish. With $G(0)=\tau\sqrt{\pi/2}$,

$$C(x)=\tau\sqrt{\frac{\pi}{2}}\,e^{-x^2\tau^2/2}-\int_T^\infty e^{-t^2/2\tau^2}\cos xt\,dt .$$

Integrating the missing tail by parts shows that at large $x$ it leaves the ripple $C\approx w(T)\sin u/x$.

**Cubic.** Put $s=t/T$ and $p(s)=1-3s^2+2s^3$. Then $p(1)=p'(0)=p'(1)=0$, $p''=-6+12s$ and $p'''=12$. Integrate by parts three times:

$$\int_0^1p\cos us\,ds=-\frac1u\int_0^1p'\sin us\,ds=-\frac1{u^2}\int_0^1p''\cos us\,ds,$$

$$\int_0^1p''\cos us\,ds=\frac{6\sin u}{u}-\frac{12}{u}\int_0^1\sin us\,ds=\frac{6\sin u}{u}-\frac{12(1-\cos u)}{u^2}.$$

Therefore

$$C=T\,\frac{12(1-\cos u)-6u\sin u}{u^4},\qquad C(0)=T\int_0^1p\,ds=\frac T2 .$$

### Resolution

The exponential and Gaussian have a free decay constant, so a comparison needs a rule. I give both the same end value $\eta=0.01$. Then $\gamma T=\ln(1/\eta)=4.605$ and $T/\tau=\sqrt{2\ln(1/\eta)}=3.035$.

Neglecting the small ripples, the full widths at half maximum are

$$2\gamma=\frac{9.21}{T}=1.47\,\frac{2\pi}{T},\qquad \frac{2\sqrt{2\ln2}}{\tau}=\frac{7.15}{T}=1.14\,\frac{2\pi}{T}.$$

Solving $C=C(0)/2$ numerically for the cubic gives $0.990\times2\pi/T$. Without a window the width is $0.603\times2\pi/T$.

So "of order $2\pi/T$" holds when the decay constant scales with $1/T$. If you keep $\gamma$ fixed and lengthen the run, the width settles at $2\gamma$. Nor is $2\pi/T$ a bound on every analysis: if noise-free data are known to contain a single sine, its frequency can be fitted from a short record.

For two equal lines a distance $\Delta$ apart, neglect the slowly varying factor $\omega/\omega_j$ and the mirror terms. The profile is $P(x)=C(x-\Delta/2)+C(x+\Delta/2)$, with $x$ measured from the midpoint. It is even, and $P''(0)=2C''(\Delta/2)$. A central dip appears once $\Delta/2$ passes the first inflection point of $C$. In units of $2\pi/T$, the numerical thresholds are 0.663 (no window), 0.958 (exponential), 0.986 (Gaussian) and 0.931 (cubic).

The last three are close, but a threshold says only that a dip exists, not how deep it is. The depth depends on how much of each line's height survives at the midpoint and on the ratio of the two strengths, as the example below shows.

### Negative lobes

Use $1-\cos u=2\sin^2(u/2)$ and $\sin u=2\sin(u/2)\cos(u/2)$ in the cubic line shape, and set $y=u/2$:

$$C=\frac{24T}{u^4}\,\sin y\,(\sin y-y\cos y).$$

The bracket has derivative $y\sin y$. It starts at zero and grows for $0<y<\pi$, so $C>0$ up to $u=2\pi$, where $\sin y$ vanishes. Just beyond, $\sin y<0$ while the bracket is still positive, so $C<0$. This lasts until $\tan y=y$, that is $u=8.987$. The first negative lobe thus occupies $2\pi<u<8.987$, and its depth is 2.2% of the peak. Without a window the deepest lobe is 21.7% of the peak.

The full Lorentzian and the full Gaussian have no negative lobes, but their truncated versions do. For the exponential at $x\gg\gamma$ and small $\eta$,

$$C\approx\frac{\gamma}{x^2}+\frac{\eta\sin u}{x}\ \ge\ \frac{\gamma}{x^2}-\frac{\eta}{x}.$$

The right side turns negative beyond $x=\gamma/\eta$ and is lowest at $x=2\gamma/\eta$, where it equals $-\eta^2/4\gamma$. Relative to the peak, about $1/\gamma$, this is $-\eta^2/4=-0.0025\%$. This bounds $C$, not $S$: at such large offsets the factor $\omega/\omega_j$ and the mirror term matter. One integration by parts of the definition of $S$, with $D(0)=0$, gives $S\approx-\frac{2}{\pi}\eta D(T)\cos\omega T$ far above all lines, a ripple that does not decay. In the example below its amplitude is $2(0.01)(1.014)/\pi=6.5\times10^{-3}$ per hartree against a highest $S$ of 19.1, about 0.03% of that peak. For $\eta=0.01$ both effects are too small to see, so an exponential spectrum damped this far looks positive. The ripple in $S$ is proportional to $\eta$, so it grows if the signal is cut while the window is still large. The truncated Gaussian's deepest lobe is 0.12% of its peak.

A finite $T$ does not by itself force lobes on the line shape. For the triangle $w=1-t/T$, one integration by parts gives

$$C=\frac1{Tx}\int_0^T\sin xt\,dt=\frac{1-\cos u}{Tx^2}\ge0 .$$

The spectrum $S$ can still dip slightly below zero, because the mirror term is subtracted.

### The f-sum integral

Let $h(t)=w(t)D(t)$ and $F(\Omega)=\int_0^\Omega S\,d\omega$. Since $\omega\sin\omega t=-\frac{d}{dt}\cos\omega t$,

$$\int_0^\Omega\omega\sin\omega t\,d\omega=-\frac{d}{dt}\,\frac{\sin\Omega t}{t}.$$

Insert this and integrate by parts in $t$. The boundary term at $t=0$ vanishes because $h(0)=0$:

$$F(\Omega)=-\frac2\pi\,\frac{h(T)\sin\Omega T}{T}+\frac2\pi\int_0^Th'(t)\,\frac{\sin\Omega t}{t}\,dt .$$

Split $h'(t)=h'(0)+t\,r(t)$, where $r$ is smooth, $r(0)=h''(0)$ and $r(T)=[h'(T)-h'(0)]/T$. For large $\Omega$,

$$h'(0)\int_0^T\frac{\sin\Omega t}{t}dt=h'(0)\Big[\frac\pi2-\frac{\cos\Omega T}{\Omega T}+\dots\Big],$$

$$\int_0^Tr\sin\Omega t\,dt=\frac{r(0)-r(T)\cos\Omega T}{\Omega}+\dots$$

In the sum of the two, the terms with $h'(0)\cos\Omega T$ cancel. The product rule gives $h'(0)=w(0)D'(0)=N$ and $h''(0)=2w'(0)N$, because $D(0)=D''(0)=0$. For $\Omega$ well above all $\omega_j$,

$$F-N=-\frac2\pi\frac{h(T)\sin\Omega T}{T}+\frac{2}{\pi\Omega}\Big[2w'(0)N-\frac{h'(T)\cos\Omega T}{T}\Big]+O(\Omega^{-2}).$$

This resolves your puzzle.

- **Exponential:** $w'(0)=-\gamma$ gives a deficit $4\gamma N/\pi\Omega$. It is the strength of $S$ still lying above $\Omega$. For $\omega\gg\omega_j$, ignoring the ripple, $C(\omega-\omega_j)-C(\omega+\omega_j)\approx\gamma/(\omega-\omega_j)^2-\gamma/(\omega+\omega_j)^2\approx4\gamma\omega_j/\omega^3$, so $S\approx4\gamma N/\pi\omega^2$, whose integral above $\Omega$ is $4\gamma N/\pi\Omega$. This is four times the tail $\gamma N/\pi\Omega$ of bare Lorentzians of area $f_j$, because of the factor $\omega/\omega_j$ and the mirror term.
- **Gaussian:** $w'(0)=0$, so the slow deficit is absent. Truncation leaves a ripple of constant amplitude $2\eta|D(T)|/\pi T$. The exponential has this ripple too. Strictly, $F$ then has no limit unless $D(T)=0$.
- **Cubic:** $w'(0)=w(T)=w'(T)=0$, so every term displayed above vanishes.

For the cubic, continue the integrations by parts. The end $t=T$ contributes through $q=h'/t$, as $q'(T)\sin\Omega T/\Omega^2+q''(T)\cos\Omega T/\Omega^3$. The start contributes $-r''(0)/\Omega^3$.

With $w''(T)=6/T^2$ and $w'''=12/T^3$, the product rule gives $h''(T)=6D(T)/T^2$ and $h'''(T)=18D'(T)/T^2+12D(T)/T^3$. Since $h'(T)=0$,

$$q'(T)=\frac{h''(T)}{T}=\frac{6D(T)}{T^3},\qquad q''(T)=\frac{h'''(T)}{T}-\frac{2h''(T)}{T^2}=\frac{18D'(T)}{T^3}.$$

At the start, Taylor expansion of $h'$ gives $r''(0)=h''''(0)/3=4w'''N/3=16N/T^3$. Hence

$$F-N=\frac{2}{\pi T^3}\Big[\frac{6D(T)\sin\Omega T}{\Omega^2}+\frac{18D'(T)\cos\Omega T-16N}{\Omega^3}\Big]+O(\Omega^{-4}).$$

### Numbers for a model signal

Take $N=2$ and lines at 0.30, 0.33 and 0.60 hartree with strengths 0.8, 0.4 and 0.8. Let $T=320$ a.u. (7.74 fs), so $2\pi/T=0.01963$ hartree (0.534 eV). The close pair is separated by $0.03/0.01963=1.53$ of these units. With $\eta=0.01$, $\gamma=4.605/320=0.01439$ hartree and $\tau=320/3.035=105.4$ a.u.

How much of a line's peak value survives halfway to its neighbour, at $x=0.015$ hartree?

- Exponential: $1/[1+(0.015/0.01439)^2]=0.48$.
- Gaussian: $e^{-(0.015\times105.4)^2/2}=0.29$.
- Cubic, with $u=4.8$: $C/C(0)=0.15$.

The valley fills accordingly. In the computed spectra, the ratio of the valley to the weaker peak of the pair is 0.96, 0.77 and 0.38 respectively. The exponential barely separates the lines. The thresholds found above are for equal lines, and this pair has strengths 2:1. For such a pair, in the same approximation, the dip appears only at about 1.35 (exponential), 1.27 (Gaussian) and 1.12 (cubic) in units of $2\pi/T$, so the spacing 1.53 is not far above the exponential's value.

The cubic pays with negative absorption. Its lowest $S$ between 0 and 1 hartree is $-0.94$ per hartree, against a highest value of 40.9. Without a window these values are $-26$ and 82.

For the sum, $D(T)=1.014$ and $D'(T)=-0.753$ a.u. The table lists the largest $|F-N|$ over one period $2\pi/T$ following each cutoff; divide by $N=2$ for the relative error.

| Window | $\Omega=2$ hartree | $\Omega=20$ hartree |
|---|---|---|
| none | $2.1\times10^{-3}$ | $2.0\times10^{-3}$ |
| exponential | $1.9\times10^{-2}$ | $1.9\times10^{-3}$ |
| Gaussian | $2.1\times10^{-5}$ | $2.0\times10^{-5}$ |
| cubic | $1.4\times10^{-7}$ | $3.7\times10^{-10}$ |

At $\Omega=20$ the exponential deficit is $4(0.01439)(2)/(20\pi)=1.83\times10^{-3}$. Adding the ripple $2(0.01)(1.014)/(320\pi)=2.0\times10^{-5}$ gives $1.85\times10^{-3}$, as computed. Without a window the ripple is a hundred times larger and does not decay.

For the cubic at $\Omega=20$, the leading amplitude is $3.0\times10^{-10}$. The $\Omega^{-3}$ terms, mainly $-16N$, account for the rest of the tabulated error. The table refers to the exact, continuous model signal; sampling that signal at $\Delta t=0.1$ a.u. with the trapezoid rule leaves errors of the same order at these cutoffs. With a time step $\Delta t$, the sampled sines repeat, apart from sign, beyond $\omega=\pi/\Delta t$, so frequencies above that value carry no new information: the lines reappear with negative sign at $2\pi/\Delta t-\omega_j$, and an integral carried that far no longer gives $N$.

A good f-sum is therefore no evidence of a faithful line shape. With no window, the sum is within about 0.1% of $N$ while the spectrum between the close lines is strongly negative. To separate close lines of comparable strength, I would use the cubic here. For a weak line next to a strong one, first compare its height with the 2.2% lobe. The numerical check checks the line shapes, the equal-line dip thresholds and the sum-rule laws by direct numerical integration, and the kick response by propagating an anharmonic oscillator.

## Values computed for the example and the checks

```
line frequencies (hartree): [0.3  0.33 0.6 ]
oscillator strengths: [0.8 0.4 0.8]  sum N = 2.0
signal length T = 320 a.u. = 7.740 fs
2 pi/T = 0.01963 hartree = 0.5343 eV
spacing of close lines / (2 pi/T) = 1.528
end value eta = 0.01
gamma = 0.014391 hartree, gamma T = 4.6052
tau = 105.442 a.u., T/tau = 3.0349
D(T) = 1.0138 a.u., D'(T) = -0.7526 a.u.
kick test: largest error of D = 6.5e-07 a.u.
kick test: sum of f for one electron = 1.00000000
cubic: first zero at xT = 6.28319
cubic: first negative lobe ends at xT = 8.98682
[none]
  full width = 0.01185 hartree = 0.603 x 2 pi/T
  equal-pair dip threshold = 0.663 x 2 pi/T
  deepest lobe / peak = -21.7229 percent at x = 0.72 x 2 pi/T
  valley / weaker close peak = -0.628
  S highest = 82.456, lowest = -26.25408 per hartree (0 to 1 hartree)
  max |F-N| after 2 hartree = 2.142e-03, after 20 hartree = 2.017e-03
[exponential]
  full width = 0.02881 hartree = 1.467 x 2 pi/T
  equal-pair dip threshold = 0.958 x 2 pi/T
  deepest lobe / peak = -0.0025 percent at x = 146.75 x 2 pi/T
  valley / weaker close peak = 0.960
  S highest = 19.131, lowest = 0.00000 per hartree (0 to 1 hartree)
  max |F-N| after 2 hartree = 1.896e-02, after 20 hartree = 1.852e-03
[Gaussian]
  full width = 0.02242 hartree = 1.142 x 2 pi/T
  equal-pair dip threshold = 0.986 x 2 pi/T
  deepest lobe / peak = -0.1229 percent at x = 2.82 x 2 pi/T
  valley / weaker close peak = 0.765
  S highest = 33.730, lowest = -0.03914 per hartree (0 to 1 hartree)
  max |F-N| after 2 hartree = 2.128e-05, after 20 hartree = 2.016e-05
[cubic]
  full width = 0.01945 hartree = 0.990 x 2 pi/T
  equal-pair dip threshold = 0.931 x 2 pi/T
  deepest lobe / peak = -2.2231 percent at x = 1.17 x 2 pi/T
  valley / weaker close peak = 0.381
  S highest = 40.896, lowest = -0.94023 per hartree (0 to 1 hartree)
  max |F-N| after 2 hartree = 1.421e-07, after 20 hartree = 3.729e-10
exponential deficit 4 gamma N/(pi W) at W = 2 hartree: 1.832e-02
exponential deficit 4 gamma N/(pi W) at W = 20 hartree: 1.832e-03
constant ripple 2|D(T)|/(pi T), no window: 2.017e-03
constant ripple with end value eta: 2.017e-05
cubic leading amplitude 12|D(T)|/(pi T^3 W^2) at W = 20 hartree: 2.954e-10
```
